# The Dimer Method: Curvature from Gradients and Certified Index-One Saddles

## What symmetry and dimensions allow

A transition state on an energy surface \(V(\mathbf R)\) is a point where the gradient \(\mathbf g=\nabla V\) vanishes and the Hessian \(H\) has one negative eigenvalue. The number of negative eigenvalues is called the index. Suppose that only gradients can be computed. Place two copies of the system, a dimer, at \(\mathbf R\pm h\mathbf N\), where \(\mathbf N\) is a unit vector, and call their gradients \(\mathbf g_\pm\). Which combination measures the curvature along \(\mathbf N\)?

Curvature is linear in \(V\), so take a linear combination of the gradient components along the axis,

\[
C=\alpha\,\mathbf g_+\!\cdot\mathbf N+\beta\,\mathbf g_-\!\cdot\mathbf N .
\]

The axis has no head or tail. Replacing \(\mathbf N\) by \(-\mathbf N\) exchanges \(\mathbf g_+\) and \(\mathbf g_-\) and gives \(-\alpha\,\mathbf g_-\!\cdot\mathbf N-\beta\,\mathbf g_+\!\cdot\mathbf N\). This equals \(C\) for all gradients if \(\beta=-\alpha\). Curvature is force per length, so \(\alpha\) is a number divided by \(h\). For \(V=kx^2/2\) with the midpoint at the origin, \(g_\pm=\pm kh\) and \(C=2\alpha kh\), which must equal \(k\). Hence \(\alpha=1/(2h)\) and

\[
C_h=\frac{(\mathbf g_+-\mathbf g_-)\cdot\mathbf N}{2h}. \tag{1}
\]

## A surface small enough for hand work

Take the dimensionless surface

\[
V(a,b)=\tfrac14(a^2-1)^2+\tfrac15(b^2-1)^2,\qquad
\mathbf g=\bigl(a^3-a,\ \tfrac45(b^3-b)\bigr).
\]

Its Hessian is diagonal, with entries \(3a^2-1\) and \(0.8(3b^2-1)\). The point \((1,1)\) is a minimum with curvatures \(2\) and \(1.6\); \((0,1)\) is a saddle with \(-1\) and \(1.6\); \((0,0)\) has index two, with \(-1\) and \(-0.8\).

**Curvature.** Put the axis along \(a\). Since \((a+h)^3-(a-h)^3=6a^2h+2h^3\),

\[
C_h=\frac{6a^2h+2h^3-2h}{2h}=3a^2-1+h^2 .
\]

The estimate is too high by \(h^2\). At \(a=0\) a dimer with \(h>1\) reports a positive curvature where the true one is \(-1\), because its ends lie beyond the wells.

**Rotation.** Put the midpoint at \((0,1)\), let \(h\) be small enough to neglect \(h^2\), and start with the poor axis \(\mathbf N=(1,1)/\sqrt2\). Then

\[
H\mathbf N=\frac{(-1,\,1.6)}{\sqrt2},\qquad C=\mathbf N\cdot H\mathbf N=\frac{-1+1.6}{2}=0.3 .
\]

The part of \(H\mathbf N\) not along \(\mathbf N\) is \(\mathbf r=H\mathbf N-C\mathbf N=(-1.3,\,1.3)/\sqrt2\). Its direction is \(\boldsymbol\Theta=(-1,1)/\sqrt2\). A second dimer along \(\boldsymbol\Theta\) gives \(H\boldsymbol\Theta=(1,1.6)/\sqrt2\). In the basis \((\mathbf N,\boldsymbol\Theta)\) the curvature matrix is

\[
\begin{pmatrix}0.3&1.3\\1.3&0.3\end{pmatrix},
\]

with eigenvalues \(0.3\pm1.3\). The lower one, \(-1\), belongs to \((\mathbf N-\boldsymbol\Theta)/\sqrt2=(1,0)\), the unstable direction.

**Translation.** Displace the midpoint from \((0,1)\) by a small \((u,w)\). To first order \(\mathbf g=(-u,\,1.6w)\). The force \(-\mathbf g=(u,-1.6w)\) pushes away from the saddle along \(a\). Reversing its component along \(\mathbf N=(1,0)\) gives \((-u,-1.6w)\), which points back in both coordinates. At \((0,0)\) the same recipe gives \((-u,+0.8w)\), and at \((1,1)\), where the softest direction is \(b\), it gives \((-2u,+1.6w)\). Both points repel.

## The directional curvature in general

Let \(V\) be smooth and define \(f(s)=V(\mathbf R+s\mathbf N)\). The chain rule gives \(f'(s)=\mathbf g\cdot\mathbf N\) and \(f''(s)=\mathbf N\cdot H\mathbf N\), both at \(\mathbf R+s\mathbf N\). Therefore

\[
C_h=\frac{f'(h)-f'(-h)}{2h}=\frac1{2h}\int_{-h}^{h}\mathbf N\cdot H(\mathbf R+s\mathbf N)\,\mathbf N\,ds .
\]

At any \(h\), the dimer measures the mean curvature over its own length. For small \(h\), insert

\[
f'(\pm h)=f'\pm hf''+\tfrac{h^2}{2}f'''\pm\tfrac{h^3}{6}f''''+\dots
\]

with derivatives at the midpoint. Even powers cancel in the difference, and division by \(2h\) gives

\[
C_h=\mathbf N\cdot H\mathbf N+\frac{h^2}{6}f''''+O(h^4). \tag{2}
\]

In the hand example \(f''''=6\), which returns the error \(h^2\). A one-sided estimate \([f'(h)-f'(0)]/h\) saves a gradient when the midpoint gradient is known, but its leading error is \(hf'''/2\).

A surface that is not a polynomial shows the sizes: \(V=e^{y/2}\sin x+x^2y^2/5\), at \((0.4,0.5)\), with axis \((0.6,0.8)\). The midpoint curvature is \(0.698235\), and \(h=0.3\) gives \(0.709990\), an excess of \(0.011755\). Equation (2) predicts \(0.13061\times0.3^2=0.011755\).

The length \(h\) cannot be made arbitrarily small. If each value of \(\mathbf g_\pm\cdot\mathbf N\) carries a numerical error of at most \(\varepsilon\), the error of \(C_h\) can reach \(2\varepsilon/(2h)=\varepsilon/h\). A usable \(h\) keeps both this and the truncation error small compared with the curvatures whose signs matter.

## Rotation without a Hessian

Consider the sum of the end energies, \(E_D=f(h)+f(-h)\). Odd terms cancel:

\[
E_D=2V(\mathbf R)+h^2\,\mathbf N\cdot H\mathbf N+\frac{h^4}{12}f''''+\dots
\]

At fixed midpoint, lowering \(E_D\) therefore lowers the curvature, to leading order in \(h\). Turn the axis as \(\mathbf N\cos\varphi+\boldsymbol\Theta\sin\varphi\), with \(\boldsymbol\Theta\) a unit vector orthogonal to \(\mathbf N\). At \(\varphi=0\) the ends move by \(\pm h\boldsymbol\Theta\,d\varphi\), so

\[
\frac{dE_D}{d\varphi}=h(\mathbf g_+-\mathbf g_-)\cdot\boldsymbol\Theta .
\]

The same gradient pair gives the action of the Hessian on the axis,

\[
\mathbf y=\frac{\mathbf g_+-\mathbf g_-}{2h}=H\mathbf N+O(h^2),\qquad \mathbf r=\mathbf y-C_h\mathbf N .
\]

The torque vanishes for every \(\boldsymbol\Theta\) when \(\mathbf r=0\), that is, when \(\mathbf N\) is an eigenvector of \(H\) up to \(O(h^2)\). Higher eigenvectors are not minima: tilting \(\mathbf v_j\) toward the lowest eigenvector \(\mathbf v_1\) gives \(\lambda_j\cos^2\varphi+\lambda_1\sin^2\varphi<\lambda_j\). An axis that starts exactly on \(\mathbf v_j\) feels no torque to leading order in \(h\), however, so the first axis is chosen at random.

From here on \(O(h^2)\) is neglected. The slope of the curvature is \(2\boldsymbol\Theta\cdot H\mathbf N=2\boldsymbol\Theta\cdot\mathbf r\), largest for \(\boldsymbol\Theta=\mathbf r/|\mathbf r|\). With \(A=\mathbf N\cdot H\mathbf N\), \(B=\boldsymbol\Theta\cdot H\mathbf N=|\mathbf r|\) and \(D=\boldsymbol\Theta\cdot H\boldsymbol\Theta\),

\[
C(\varphi)=A\cos^2\varphi+2B\sin\varphi\cos\varphi+D\sin^2\varphi .
\]

Its minimum is the lower eigenvalue of the \(2\times2\) matrix,

\[
C_{\min}=\frac{A+D}{2}-\sqrt{\Bigl(\frac{A-D}{2}\Bigr)^2+B^2},
\]

which lies below \(A\) whenever \(B\ne0\).

Earlier directions need not be discarded. Keep orthonormal \(\mathbf q_j\) and their actions \(\mathbf y_j=H\mathbf q_j\). For \(\mathbf N=\sum_jc_j\mathbf q_j\) the curvature is \(\sum_{ij}c_iA_{ij}c_j\), with \(A_{ij}=\mathbf q_i\cdot\mathbf y_j\), symmetrized to remove small numerical asymmetry. Making it stationary under \(\sum_jc_j^2=1\) gives \(A\mathbf c=\theta\mathbf c\). The solutions, ordered upward, give values \(\theta_i\) and orthonormal vectors \(\mathbf w_i\). The products \(H\mathbf w_i\) follow by combining the stored \(\mathbf y_j\), without new gradients. The next direction is the residual \(H\mathbf w_1-\theta_1\mathbf w_1\), made orthogonal to the stored ones.

## Why the reversed force finds index one

Let \(\mathbf N=\mathbf v_1(\mathbf R)\) and

\[
\mathbf F=-\mathbf g+2(\mathbf g\cdot\mathbf N)\mathbf N .
\]

Assume that \(\lambda_1\) is simple, so that \(\mathbf v_1\) varies smoothly, and that no eigenvalue is zero at the stationary point. For a displacement \(\boldsymbol\delta\) from that point,

\[
\delta\mathbf F=-H\boldsymbol\delta+2(\mathbf v_1\cdot H\boldsymbol\delta)\mathbf v_1
+2(\mathbf g\cdot\delta\mathbf N)\mathbf N+2(\mathbf g\cdot\mathbf N)\,\delta\mathbf N .
\]

The last two terms vanish because \(\mathbf g=0\) there. For \(\boldsymbol\delta\) along \(\mathbf v_1\) the factor is \(-\lambda_1+2\lambda_1=\lambda_1\); along \(\mathbf v_i\) with \(i>1\) it is \(-\lambda_i\). Under \(d\mathbf R/d\tau=\mathbf F\) all displacements decay if and only if \(\lambda_1<0\) and all other \(\lambda_i>0\). The largest rates computed for a four-dimensional extension of the hand example are \(1.6\), \(-1.0\) and \(0.8\) at index zero, one and two, as found by hand.

The argument is local. It supplies no function that must decrease along the whole search, so a start outside the saddle's neighbourhood may wander or be trapped, and a start exactly on a stationary point does not move. The hand example shows a trap. At \((1,1.02)\) the softer direction is \(b\), and the reversed force pushes \(b\) outward until \(0.8(3b^2-1)=2\), at \(b\approx1.08\). Beyond that value \(a\) is softer and the force pushes \(b\) back, so the flow stalls where \(\lambda_1=\lambda_2\), although \(|\mathbf g|\approx0.14\) there.

The measured curvatures also set the step length. With \(\mathbf g\) included in the subspace, use

\[
\mathbf s=\frac{\mathbf g\cdot\mathbf w_1}{|\theta_1|}\mathbf w_1
-\sum_{i>1}\frac{\mathbf g\cdot\mathbf w_i}{|\theta_i|}\mathbf w_i . \tag{3}
\]

To see its effect, let the subspace be the full space and let \(e_i\) be the error components near a stationary point. Then \(\mathbf g\cdot\mathbf v_i=\lambda_ie_i\), and after the step

\[
e_1\to(1+\operatorname{sgn}\lambda_1)\,e_1,\qquad
e_i\to(1-\operatorname{sgn}\lambda_i)\,e_i\quad(i>1).
\]

At index one every factor is zero, so the first-order error is removed. Each wrong sign gives a factor of two, so the point repels.

In a smaller subspace with \(\theta_1<0\) and the other \(\theta_i>0\), equation (3) becomes \(\mathbf s=-\sum_i(\mathbf g\cdot\mathbf w_i)\mathbf w_i/\theta_i\). Then \(\mathbf w_j\cdot(\mathbf g+H\mathbf s)=\mathbf g\cdot\mathbf w_j-\mathbf g\cdot\mathbf w_j=0\). What remains of the linearized gradient lies outside the subspace and is the natural next direction for improving the step.

## The algorithm

Choose \(h\), a maximum step \(s_{\max}\), a maximum subspace size, and tolerances for the gradient, the rotation residual and the step residual.

1. Compute \(\mathbf g(\mathbf R)\). If it is below tolerance, refine the axis with a tighter rotation tolerance and go to the certificate.
2. Start the subspace with \(\mathbf N\) and \(\mathbf g\), made orthonormal. Each direction costs two displaced gradients.
3. Solve \(A\mathbf c=\theta\mathbf c\). If the rotation residual is too large, add it as a direction. Otherwise, if the part of \(H\mathbf s\) outside the subspace is too large relative to \(|\mathbf g|\), add that part. Repeat step 3 until both are small or the size limit is reached.
4. Move by \(\mathbf s\min(1,s_{\max}/|\mathbf s|)\), set \(\mathbf N=\mathbf w_1\), and return to step 1.

The limit \(s_{\max}\) is needed where some \(\theta_i\) passes near zero and (3) becomes long. A value of exactly zero would need a small positive floor.

For a nonlinear molecule, rigid motions must be kept out of the axis. A translation \(\mathbf t\) leaves the gradient unchanged, so \(H\mathbf t=0\). An infinitesimal rotation turns the gradient with the molecule, so \(H\) acting on it gives the turned part of \(\mathbf g\), which vanishes at a stationary point. These six zero curvatures are not part of the index. All directions are therefore made orthogonal to the six rigid motions at the current geometry.

## Certifying the index

A zero gradient and a negative axis curvature \(\mathbf N\cdot H\mathbf N\) prove that the index is at least one, not that it equals one. The dimer measures this curvature only up to the error in (2), so \(h\) must be short enough that the error cannot change a sign. At the index-two point of the four-dimensional model the axis curvature is \(-1.0\), and the least curvature orthogonal to the axis is \(-0.8\).

Let \(\mu\) be the least curvature among unit vectors orthogonal to \(\mathbf N\). The plane of \(\mathbf v_1\) and \(\mathbf v_2\) contains a unit vector \(\mathbf u\) orthogonal to \(\mathbf N\), since this is one linear condition on two coefficients. Its curvature is a weighted mean of \(\lambda_1\) and \(\lambda_2\), so

\[
\mu\le\mathbf u\cdot H\mathbf u\le\lambda_2 .
\]

Also \(\lambda_1\le\mathbf N\cdot H\mathbf N\). Hence

\[
\mathbf N\cdot H\mathbf N<0<\mu\quad\Longrightarrow\quad \lambda_1<0<\lambda_2 ,
\]

and the index is one even if \(\mathbf N\) is not an accurate eigenvector.

The value of \(\mu\) comes from a second dimer rotation, started at random and kept orthogonal to \(\mathbf N\). This is where certainty is limited: apart from the finite-\(h\) error of the stored actions, a minimum over a subspace lies at or above the true minimum. A small residual shows that some eigenvalue of the Hessian restricted to the complement is near, not that it is the lowest. A random start overlaps the lowest mode with probability one, but a very small overlap could still let the rotation stop early. A repeat from another random vector is a cheap safeguard against that accident. It does not help when the rotation ends at the size limit with a large residual: a weak negative curvature in a wide spectrum can then be missed from every start, and such a value of \(\mu\) certifies nothing.

The cost was examined on a 300-dimensional extension of the hand example, started near its index-two point. The search took 138 gradients and the certificate \(172-138=34\). One central-difference Hessian needs \(2\times300=600\). The two curvatures found, \(-1.0\) and \(1.6\), agree with an explicit Hessian computed as a check. The saving belongs to this spectrum and this start; a wider spread of curvatures may demand more directions.

## Ammonia inversion

Ammonia is a nitrogen precursor for nitride growth. Its pyramid inverts through a planar saddle, treated here with restricted Hartree–Fock in the 6-31G* basis with spherical d functions. The computed minimum has N–H bonds of 100.3 pm, with nitrogen 37.0 pm above the hydrogen plane. The search starts from a flattened and randomly distorted pyramid of height 28.08 pm, with a random axis and \(h=1\) pm.

At the start the axis curvature is \(+134\) N/m: the surface is still convex along the softest direction found. By equation (3) the step still goes uphill along this direction, while it goes downhill along the others in the subspace. At the next midpoint the curvature is \(-10\) N/m, and at the sixth the height is 0.003 pm and the gradient norm 0.0008 nN. The gradient norm does not fall steadily; it rises from 2.61 to 2.79 nN between the second and third midpoints.

The final axis curvature is \(-185.7\) N/m and the least complement curvature found is \(+250.7\) N/m. Their signs indicate index one. The analytic Hessian, used only as a check, gives \(-186.1\) and \(250.8\) N/m. The difference along the axis follows from (2). Relative to the analytic \(-186.11\) N/m, the errors at longer \(h\) are

\[
\begin{aligned}
h=4\ \text{pm}:&\quad -179.85+186.11=6.26\ \text{N/m},\\
h=8\ \text{pm}:&\quad -161.51+186.11=24.60\ \text{N/m}.
\end{aligned}
\]

Their ratio is 3.93, close to the 4 expected from \(h^2\). Scaling the first to 1 pm gives \(6.26/16=0.39\) N/m, which is the difference \(-185.72+186.11\) actually found.

The search used 50 gradients and the certificate 6. A central-difference Hessian in 12 Cartesian coordinates needs 24, so this small molecule demonstrates correctness, not economy. A separate minimization restricted to planar geometries gives the same N–H length, 98.845 pm.

The saddle lies 0.04529 aJ above the minimum. Multiplying by Avogadro's constant gives an electronic barrier of 27.3 kJ/mol at this level of theory. Electron correlation, zero-point motion and tunnelling are left out. The index also does not say which minima a saddle connects; that requires following the downhill path from both sides, which was not done here. The numerical output below gives the full sequence of midpoints.

## Calculated quantities

```
SYMBOLIC SURFACE (dimensionless)
curvature at midpoint: 0.698235
dimer estimate, h=0.3: 0.709990; segment mean: 0.709990
central error/h^2: 0.13061; fourth derivative/6: 0.13061
one-sided error/h: 0.30782; third derivative/2: 0.30769
torque, h=0.3: 0.013090; energy difference: 0.013090
plane rotation minimum: -6.92780; angle scan: -6.92780
FOUR-DIMENSIONAL MODEL (dimensionless)
largest rate of reversed-force flow at index 0: 1.6000
largest rate of reversed-force flow at index 1: -1.0000
largest rate of reversed-force flow at index 2: 0.8000
index-two point, axis curvature: -1.0000; complement: -0.8000
LARGE MODEL (dimensionless)
dimension: 300; midpoints visited: 8
gradients, search: 138; with certificate: 172
gradients for one central-difference Hessian: 600
axis curvature: -1.0000; complement curvature: 1.6000
explicit Hessian, two lowest: -1.0000, 1.6000
distance to known saddle: 1.3e-07
AMMONIA, RHF/6-31G*
minimum: N-H 100.25 pm, N height 37.00 pm
start: N height 28.08 pm; dimer h 1.0 pm
midpoint | N height (pm) | gradient norm (nN) | axis curvature (N/m)
 0 |  28.083 |   3.61879 |    133.82
 1 |  17.501 |   2.61068 |     -9.51
 2 |   6.362 |   2.78566 |   -112.96
 3 |   3.557 |   0.69253 |   -170.71
 4 |   0.266 |   0.10245 |   -183.81
 5 |   0.003 |   0.00078 |   -185.72
gradients, search: 50; certificate: 6
saddle N-H: 98.845, 98.845, 98.845 pm
planar minimization N-H: 98.845 pm
saddle minus planar reference energy: -2.7e-10 aJ
dimer axis curvature: -185.72 N/m; complement: 250.73 N/m
analytic Hessian, lowest: -186.11 N/m; least positive: 250.83 N/m
largest rigid-motion eigenvalue size: 0.008 N/m
analytic curvature along final axis: -186.11 N/m
dimer curvature, h=4 pm: -179.85 N/m; h=8 pm: -161.51 N/m
error ratio on doubling h: 3.929
electronic barrier: 0.04529 aJ = 27.27 kJ/mol
```
